\section*{Ranking copper, molybdenum and tungsten wires by resistivity times mean free path}

\section{Problem}

The product of bulk resistivity $\rho_0$ and electron mean free path $\lambda$,
\begin{equation}
A=\rho_0\lambda ,
\end{equation}
has the published values $6.7$ for Cu, $6.0$ for Mo and $8.2$ for W, in units of $10^{-16}\,\Omega\,\mathrm{m}^2$. Rough bulk resistivities at room temperature are $1.7$, $5.3$ and $5.3\,\mu\Omega\,\mathrm{cm}$, in the same order. Consider round wires of equal diameter $D$ whose surfaces scatter electrons diffusely.

\begin{enumerate}
\item[(a)] Rank the three metals from lowest to highest resistivity in the surface-limited regime, and state what that regime requires.
\item[(b)] Does the same ranking hold for wires with $D=10$ nm? If not, at what diameter do copper and molybdenum change places?
\end{enumerate}

The model is classical. The Fermi surface is a sphere, and one mean free path describes all electrons of a metal. Each collision with the surface erases the drift that an electron has gained from the field. Grain boundaries, liners, surface roughness and quantum confinement are left out.

\section{A tempting solution}

The mean free path of copper is
\begin{equation}
\lambda_{\rm Cu}=\frac{A_{\rm Cu}}{\rho_{0,\rm Cu}}
=\frac{6.7\times10^{-16}\,\Omega\,\mathrm{m}^2}{1.7\times10^{-8}\,\Omega\,\mathrm{m}}
=39\ \mathrm{nm}.
\end{equation}
A wire of 10 nm is much thinner than this, so electrons meet the surface long before they scatter inside the metal. The diameter therefore takes over the role of the mean free path. Since $\rho_0\lambda$ does not depend on how often electrons scatter, the resistivity of the wire follows from $\rho D=\rho_0\lambda$:
\begin{equation}
\rho=\frac{A}{D}.
\label{eq:tempting}
\end{equation}
At $D=10$ nm this gives $6.7\,\mu\Omega\,\mathrm{cm}$ for Cu, $6.0$ for Mo and $8.2$ for W. The ranking is Mo, Cu, W, and a 10 nm molybdenum wire conducts better than a copper wire of the same size.

\section{Where it goes wrong}

The comparison of $D$ with $\lambda$ was made for copper alone and then used for all three metals. The other two mean free paths are
\begin{equation}
\lambda_{\rm Mo}=\frac{6.0\times10^{-16}}{5.3\times10^{-8}}\ \mathrm{m}=11.3\ \mathrm{nm},
\qquad
\lambda_{\rm W}=\frac{8.2\times10^{-16}}{5.3\times10^{-8}}\ \mathrm{m}=15.5\ \mathrm{nm}.
\end{equation}
With $k=D/\lambda$, a 10 nm wire has $k=0.25$ for Cu, but $0.88$ for Mo and $0.65$ for W. In molybdenum, collisions inside the metal are about as important as collisions with the surface. The value $6.0\,\mu\Omega\,\mathrm{cm}$ itself gives a warning: it lies barely above the bulk value $5.3$, which leaves almost no room for the surface.

Equation~\eqref{eq:tempting} is a limiting law for $D\ll\lambda$. To see what it can rank, we need its derivation, its error, and the behaviour outside the limit.

\section{Conductivity of a wire}

Let the field $E$ point along the wire axis $z$, and let $\theta$ be the angle between an electron's velocity and this axis. Electrons at the Fermi surface have speed $v_F$, so $v_z=v_F\cos\theta$. Their relaxation time is $\tau=\lambda/v_F$.

An electron of charge $-e$ that has flown freely for a time $t$ has gained the energy
\begin{equation}
\delta\varepsilon=(-eE)\,v_z t
\end{equation}
to first order in the field. Electrons now found at energy $\varepsilon$ thus left their last collision at $\varepsilon-\delta\varepsilon$, and their occupation is the equilibrium one at that earlier energy. If $N$ is the density of states at the Fermi energy per volume, both spins included, the excess density of electrons moving in a given direction is $N\,\delta\varepsilon$, weighted with the fraction of directions concerned. Each carries the current $-e v_z$. The two minus signs cancel, and
\begin{equation}
j=e^2NE\,\langle v_z^2\,\bar t\,\rangle .
\label{eq:j}
\end{equation}
The brackets denote an average over all directions and over all positions in the cross-section; $\bar t$ is the mean time since the last collision of either kind.

Trace the path of an electron back to the wall, and let $l$ be the length of this path. The flight cannot have lasted longer than $l/v_F$. The probability that no bulk collision occurred during the last time $t$ is $e^{-t/\tau}$. The mean of a positive random time is the integral of the probability that it exceeds $t$, so
\begin{equation}
\bar t=\int_0^{l/v_F}e^{-t/\tau}\,dt=\tau\left(1-e^{-l/\lambda}\right).
\end{equation}
In bulk, $l\to\infty$ and $\bar t=\tau$. With $\langle\cos^2\theta\rangle=1/3$, equation~\eqref{eq:j} then gives the bulk conductivity
\begin{equation}
\sigma_0=\frac1{\rho_0}=\frac{e^2Nv_F^2\tau}{3}.
\label{eq:bulk}
\end{equation}
Dividing the wire conductivity $\sigma=j/E$ by $\sigma_0$ yields
\begin{equation}
S\equiv\frac{\sigma}{\sigma_0}
=3\left\langle\cos^2\theta\left(1-e^{-l/\lambda}\right)\right\rangle ,
\qquad \rho=\frac{\rho_0}{S}.
\label{eq:S}
\end{equation}
All lengths $l$ scale with $D$, so $S$ depends on $k=D/\lambda$ alone. A simulation of random flights with sampled collisions gives $S=0.320$ at $k=0.5$; quadrature of~\eqref{eq:S} gives $0.321$.

Equation~\eqref{eq:bulk} also shows why $A$ is a useful property of a metal. Multiplying $1/\rho_0$ by $1/\lambda=1/(v_F\tau)$ removes the relaxation time:
\begin{equation}
\frac1A=\frac{1}{\rho_0\lambda}=\frac{e^2Nv_F}{3}.
\end{equation}
In this model, $A$ depends on the electronic structure and not on the scattering rate.

\section{Part (a): the surface-limited regime}

\subsection{The limit}

If $l\ll\lambda$, then $1-e^{-l/\lambda}\approx l/\lambda$, and
\begin{equation}
S\approx\frac{3}{\lambda}\langle\cos^2\theta\; l\rangle .
\end{equation}
Let $s$ be the distance to the wall measured in the cross-section, that is, the projection of the path on the plane normal to the axis. Then $l=s/\sin\theta$. The distance $s$ depends on position and on the direction within the plane, but not on $\theta$, so the average factorizes:
\begin{equation}
\langle\cos^2\theta\; l\rangle
=\left\langle\frac{\cos^2\theta}{\sin\theta}\right\rangle\langle s\rangle .
\end{equation}

The average over the sphere has weight $\tfrac12\sin\theta\,d\theta$, which cancels the denominator:
\begin{equation}
\left\langle\frac{\cos^2\theta}{\sin\theta}\right\rangle
=\frac12\int_0^\pi\cos^2\theta\,d\theta=\frac{\pi}{4}.
\end{equation}

For $\langle s\rangle$, fix a direction in the plane; by symmetry the choice does not matter. Cut the disk of radius $R=D/2$ into chords parallel to this direction. The chord at distance $y$ from the centre has length $c=2\sqrt{R^2-y^2}$. Along it, $s$ runs from $0$ to $c$, and $\int_0^c s\,ds=c^2/2=2(R^2-y^2)$. Hence
\begin{equation}
\langle s\rangle=\frac{1}{\pi R^2}\int_{-R}^{R}2(R^2-y^2)\,dy
=\frac{1}{\pi R^2}\,\frac{8R^3}{3}=\frac{8R}{3\pi}=\frac{4D}{3\pi}.
\end{equation}
The factors combine to
\begin{equation}
S\to\frac3\lambda\cdot\frac\pi4\cdot\frac{4D}{3\pi}=\frac D\lambda,
\qquad
\rho\to\frac{\rho_0\lambda}{D}=\frac AD .
\label{eq:limit}
\end{equation}
The coefficient of one, which the tempting solution assumed, is correct for a round wire with diffuse walls.

\subsection{Electrons that fly almost along the axis}

However thin the wire, some electrons move so nearly along the axis that $l$ exceeds $\lambda$. The expansion fails for them, and their share has to be estimated. Write $x=l/\lambda$. The expansion replaces $1-e^{-x}$ by $x$, an overestimate that is at most $x$ and also at most $x^2/2$. Since $s\le D$, we have $x\le k/\sin\theta$. Take $k<1$, use the first bound where $\sin\theta<k$ and the second elsewhere, and replace $\cos^2\theta$ by $1$. With $\theta_k=\arcsin k$,
\begin{align}
k-S&\le 3\left[\int_0^{\theta_k}\sin\theta\,\frac{k}{\sin\theta}\,d\theta
+\int_{\theta_k}^{\pi/2}\sin\theta\,\frac{k^2}{2\sin^2\theta}\,d\theta\right]\nonumber\\
&=3\left[k\theta_k+\frac{k^2}{2}\ln\frac{1+\cos\theta_k}{\sin\theta_k}\right]
\le\frac{3k^2}{2}\left[\pi+\ln\frac2k\right].
\end{align}
The last step uses $\theta_k\le\pi k/2$ and $1+\cos\theta_k\le2$. Divided by $k$, the right side vanishes as $k\to0$, which proves~\eqref{eq:limit}. At $k=10^{-4}$ the numerical value is $S/k=0.9996$.

\subsection{The ranking}

At equal $D$, the limiting resistivities are in the ratio of the products $A$. Relative to copper,
\begin{equation}
\frac{A_{\rm Mo}}{A_{\rm Cu}}=\frac{6.0}{6.7}=0.896,\qquad
\frac{A_{\rm W}}{A_{\rm Cu}}=\frac{8.2}{6.7}=1.224 .
\end{equation}
From lowest to highest resistivity, the order is
\begin{equation}
\text{Mo}<\text{Cu}<\text{W}\qquad\text{(surface-limited regime)}.
\end{equation}
The regime requires $D\ll\lambda$ for each metal compared. The corrections to $A/D$ must also be too small to offset the difference in $A/D$ between two metals, which is a strict demand for a pair as close as Mo and Cu. In the model, the resistivity of molybdenum comes within 10\,\% of $A/D$ only below about $0.7$ nm, and that of tungsten below about $1$ nm. Such wires are a few atoms across, so for these two metals the regime is a formal limit rather than one that a classical wire reaches.

The bulk scattering rate drops out for a simple reason: an electron loses its drift at the wall after a time of order $D/v_F$, before bulk scattering can act. What remains is the density of states at the Fermi energy and the Fermi speed, which enter through the product $Nv_F$.

The closeness of Mo and Cu also limits how firmly the data support their order. Suppose that $A_{\rm Cu}$ is too high and $A_{\rm Mo}$ too low by the same relative error $\epsilon$ of the quoted values. The two become equal when $A_{\rm Cu}(1-\epsilon)=A_{\rm Mo}(1+\epsilon)$, or
\begin{equation}
\epsilon=\frac{A_{\rm Cu}-A_{\rm Mo}}{A_{\rm Cu}+A_{\rm Mo}}
=\frac{0.7}{12.7}=5.5\,\% .
\end{equation}
Rounding to two figures changes each value by less than 1\,\% and cannot reverse the order. An error of several per cent in the underlying determination could.

\section{Part (b): wires of finite thickness}

\subsection{A lower bound}

For every $x\ge0$, $1-e^{-x}\le x$. Inserting this in~\eqref{eq:S} and using the averages found above gives $S\le D/\lambda$ at any diameter, so
\begin{equation}
\rho\ge\frac AD .
\end{equation}
The tempting solution therefore compared three lower bounds. Their order need not be the order of the resistivities. The full average~\eqref{eq:S} gives, in $\mu\Omega\,\mathrm{cm}$:

\begin{center}
\begin{tabular}{rcccc}
$D$ (nm) & Cu & Mo & W & order\\
1 & 70.2 & 67.9 & 90.4 & Mo, Cu, W\\
2 & 36.3 & 37.0 & 48.4 & Cu, Mo, W\\
5 & 15.8 & 18.0 & 22.7 & Cu, Mo, W\\
10 & 8.8 & 11.5 & 13.9 & Cu, Mo, W\\
20 & 5.2 & 8.2 & 9.4 & Cu, Mo, W
\end{tabular}
\end{center}

At 10 nm copper has the lowest resistivity, so the ranking of part (a) does not hold there. The tempting value for molybdenum, $6.0$, is only about half of the model value $11.5$.

\subsection{What $A$ still ranks}

The product $A$ keeps a meaning in thick wires. For $D\gg\lambda$ the missing conductivity is
\begin{equation}
1-S=3\langle\cos^2\theta\,e^{-l/\lambda}\rangle ,
\end{equation}
and it comes from a layer near the wall with a thickness of order $\lambda$. There the wall looks flat. Let $h$ be the depth below the surface and $\mu$ the cosine of the angle between the velocity and the inward normal. Electrons with $\mu>0$ come from the nearby wall, with $l=h/\mu$; those with $\mu<0$ come from far away and miss nothing. The wall area per volume is $\pi D/(\pi D^2/4)=4/D$, so the average over positions gives
\begin{equation}
\frac4D\int_0^\infty e^{-h/(\mu\lambda)}\,dh=\frac{4\mu\lambda}{D}.
\end{equation}
For fixed $\mu$, the average of $\cos^2\theta$ over rotations about the normal is $(1-\mu^2)/2$, because the two directions tangent to the wall share $1-\mu^2$ equally. The average over directions has weight $\tfrac12d\mu$, and
\begin{equation}
1-S\approx3\cdot\frac{4\lambda}{D}\cdot\frac12\int_0^1\mu\,\frac{1-\mu^2}{2}\,d\mu
=\frac{12\lambda}{D}\cdot\frac1{16}=\frac{3\lambda}{4D}.
\end{equation}
To first order in $\lambda/D$, $1/S\approx1+3\lambda/(4D)$, hence
\begin{equation}
\rho\approx\rho_0+\frac34\,\frac{A}{D}\qquad(D\gg\lambda).
\label{eq:thick}
\end{equation}
At $k=50$ the numerical value of $(\rho/\rho_0-1)k$ is $0.761$. The inversion of $S$ accounts for most of the difference from $0.75$, since $0.75/(1-0.015)=0.761$.

The increase caused by the surface is thus ordered by $A$ in both limits. At 10 nm, between the limits, the increases $\rho-\rho_0$ are $6.2\,\mu\Omega\,\mathrm{cm}$ for Mo, $7.1$ for Cu and $8.6$ for W, again in the order of $A$. The same order was found at all sampled diameters from 0.5 to 100 nm. What spoils the ranking of the total is the bulk term: molybdenum gains $0.9\,\mu\Omega\,\mathrm{cm}$ on copper at the surface and loses $3.6$ in bulk.

\subsection{Which pairs can change places}

Two monotonic properties settle the position of tungsten. First hold $A$ fixed and vary $\rho_0=A/\lambda$. From~\eqref{eq:S},
\begin{equation}
\sigma=\frac{S}{\rho_0}
=\frac3A\left\langle\cos^2\theta\;\lambda\left(1-e^{-l/\lambda}\right)\right\rangle .
\end{equation}
With $x=l/\lambda$, the derivative of the inner factor is
\begin{equation}
\frac{d}{d\lambda}\left[\lambda\left(1-e^{-l/\lambda}\right)\right]
=1-e^{-x}-x e^{-x}=1-(1+x)e^{-x}>0,
\end{equation}
because $e^x>1+x$ for $x>0$. A longer $\lambda$, and so a smaller $\rho_0$, gives a larger $\sigma$: at fixed $A$, $\rho$ rises with $\rho_0$. Next hold $\rho_0$ fixed. A larger $A$ means a longer $\lambda$, which lowers $1-e^{-l/\lambda}$ and hence $S$, so $\rho$ rises with $A$ as well.

Tungsten exceeds copper in both $A$ and $\rho_0$. In this model its resistivity is therefore higher than that of copper at every diameter. It also lies above molybdenum, given the equal rough values of $\rho_0$. If $\rho_0$ of tungsten is slightly the smaller, say $5.28$ against $5.34\,\mu\Omega\,\mathrm{cm}$, the two change places in wires thicker than about 300 nm.

For copper and molybdenum the two quantities compete. In the thin limit Mo is lower because of its smaller $A$; in the thick limit Cu is lower because of its smaller $\rho_0$. Since $\rho$ varies continuously with $D$, the curves must cross. A first estimate adds the bulk term to the thin-wire term, $\rho\approx\rho_0+A/D$. Equating the two metals gives
\begin{equation}
D_\times\approx\frac{A_{\rm Cu}-A_{\rm Mo}}{\rho_{0,\rm Mo}-\rho_{0,\rm Cu}}
=\frac{0.7\times10^{-16}\,\Omega\,\mathrm{m}^2}{3.6\times10^{-8}\,\Omega\,\mathrm{m}}
=1.9\ \mathrm{nm}.
\end{equation}
The full average puts the crossing at $1.6$ nm, and a scan from 0.1 to 100 nm shows no other. The table explains the shift. At 2 nm the terms $A/D$ differ by $33.5-30.0=3.5\,\mu\Omega\,\mathrm{cm}$, almost enough to offset the bulk difference of $3.6$. The increases in the full model are $36.3-1.7=34.6$ for Cu and $37.0-5.3=31.7$ for Mo. They differ by only $2.9$, so the wire must be thinner still before molybdenum wins.

The simple sum is nevertheless a fair approximation to each resistivity. At 10 nm it gives $8.4$, $11.3$ and $13.5\,\mu\Omega\,\mathrm{cm}$ for Cu, Mo and W, which is 2 to 5\,\% below the full model. It also puts the three metals in the right order there, which $A/D$ alone does not.

\section{How far the answer reaches}

The crossing diameter should be read as ``a nanometre or two''. The estimate is proportional to the small difference $A_{\rm Cu}-A_{\rm Mo}=0.7$, so a change of $0.1$ in either product shifts it by one seventh; in the full model the shift is slightly larger, about 18\,\%. If the two products were equal, copper would lead at every diameter and there would be no crossing. A wire this thin is also only several atoms across, where a classical path between smooth walls is at best a guide. The result at 10 nm is less delicate: copper leads molybdenum there by $2.7\,\mu\Omega\,\mathrm{cm}$.

The ranking by $A$ further assumes equal surfaces. Suppose that a fraction $p$ of the electrons is reflected as by a mirror. At a smooth wall parallel to the axis, such a reflection preserves $v_z$ and the drift already gained. In a thick wire the reflected electron came from the interior and misses nothing, so the loss $1-S$ is multiplied by $1-p$, and the increase in~\eqref{eq:thick} becomes $\tfrac34(1-p)A/D$. If molybdenum has $p=0$, copper in this limit needs only $1-p=0.896$, or $p\approx0.10$, to match its surface term. This limit needs $D\gg\lambda_{\rm Cu}$ and is approached slowly: at 100 nm the required value is about $0.18$, and at 10 nm about $0.08$. In the surface-limited regime less is enough. Mirror reflections in a round wire preserve the length $L$ of the path from wall to wall. An electron has flown $L/2$ on average since its last wall contact, and earlier reflections add $L(p+p^2+\dots)$. The sum is $\tfrac L2(1+p)/(1-p)$, so $A/D$ is multiplied by $(1-p)/(1+p)$, and copper matches molybdenum at $p=0.7/12.7\approx0.055$. A modest difference in surface quality can therefore cancel the advantage of molybdenum in $A$.

Grain boundaries add a resistance of their own, and a liner takes up part of the cross-section. Neither effect is contained in the numbers above. The spherical Fermi surface is a further limit: in a metal with a non-spherical one, the thin-wire resistivity also depends on how the crystal is oriented in the wire, and $A$ alone does not fix it. For a pair as close as Mo and Cu this could change the order. The order Mo, Cu, W is thus a statement about surface scattering in this model, not a complete choice of wiring metal. The computed values are collected in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
Inputs: product A, rough bulk rho0, and lambda = A/rho0
Cu: A = 6.7 e-16 ohm m^2, rho0 = 1.7 muohm cm, lambda = 39.4 nm
Mo: A = 6.0 e-16 ohm m^2, rho0 = 5.3 muohm cm, lambda = 11.3 nm
W : A = 8.2 e-16 ohm m^2, rho0 = 5.3 muohm cm, lambda = 15.5 nm
Surface-limited order, low to high rho: Mo < Cu < W
A ratio Cu/Cu = 1.000
A ratio Mo/Cu = 0.896
A ratio W/Cu = 1.224
Equal opposite errors that close Mo-Cu gap: 5.5 %
Mean wall distance / D = 0.4244
Mean of cos^2/sin = 0.7854
S at k = 0.5: quadrature 0.3209, flights 0.3203
S/k at k = 1e-04: 0.99961
(rho/rho0 - 1)*k at k = 50: 0.7613
Resistivity in muohm cm: limit A/D, then full model
D =  1 nm: A/D: Cu 67.00, Mo 60.00, W 82.00; model: Cu 70.17, Mo 67.91, W 90.37
D =  2 nm: A/D: Cu 33.50, Mo 30.00, W 41.00; model: Cu 36.30, Mo 36.99, W 48.39
D =  5 nm: A/D: Cu 13.40, Mo 12.00, W 16.40; model: Cu 15.78, Mo 18.02, W 22.72
D = 10 nm: A/D: Cu 6.70, Mo 6.00, W 8.20; model: Cu 8.81, Mo 11.52, W 13.92
D = 20 nm: A/D: Cu 3.35, Mo 3.00, W 4.10; model: Cu 5.24, Mo 8.23, W 9.44
Size-induced increase rho - rho0 at D = 10 nm, muohm cm
Cu: 7.11
Mo: 6.22
W : 8.62
Mo-Cu crossing, full model: D = 1.61 nm
Mo-Cu crossing, simple sum rho0 + A/D: D = 1.94 nm
\end{verbatim}
